# Does a second gate double the subthreshold charge in a film?

## Question

I am comparing two transistors with the same undoped silicon film, 7 nm thick. One has a gate on one face; the other has identical gates on both faces, tied together. Each gate oxide is equivalent to 1 nm of silicon dioxide.

For a gate with oxide capacitance $C$ per area, I write the channel charge as $C$ times a voltage. Two gates give $2C$, so I expect twice the electrons at every gate voltage, and twice the leakage below threshold. But the electron density also depends exponentially on the potential in the film, and that formula contains no number of gates. Which argument holds below threshold, and what happens to the other one?

## Answer

Both formulas are right, but the voltage in the capacitor formula is not the same in the two devices. Below threshold the Boltzmann factor fixes the charge, and the capacitor formula then tells you how small the voltage across the oxide is.

### Counting the electrons

Let the film occupy $0<x<t$, in equilibrium with a grounded source. Measure its potential $\phi$ from the value at which the electron density equals the intrinsic density $n_i$. While the electrons are dilute, Boltzmann statistics give

$$n(x)=n_i\,e^{\phi(x)/V_T},\qquad V_T=\frac{kT}{q},$$

where $q>0$ is the elementary charge. The sheet density is the integral of $n$ over the film. If $\phi$ is uniform, it is

$$N=\int_0^t n\,dx=n_i\,t\,e^{\phi/V_T}.$$

The prefactor contains the thickness of the film, not the area of gate facing it. At the same uniform potential, one gate or two gives the same $N$.

You asked about the same gate voltage, which is a further condition. Measure $V_G$ so that $\phi=0$ throughout the film when $V_G=0$, with the same gate material in both devices. Assume for now a long channel, no interface charge, and no field leaving the ungated back of the single-gate film.

### Where the doubled capacitance goes

The charge density is $-qn$, so Poisson's equation reads

$$\phi''=\frac{qn}{\varepsilon},$$

with $\varepsilon$ the permittivity of the film. Integrating across it gives

$$\varepsilon\,[\phi'(t)-\phi'(0)]=qN .$$

Continuity of electric displacement at the front gate gives $-\varepsilon\phi'(0)=C(V_G-\phi_s)$, where $\phi_s$ is the potential at the gated surface. With one gate $\phi'(t)=0$. With two, symmetry gives $\varepsilon\phi'(t)=C(V_G-\phi_s)$ as well. For $m=1$ or 2 gates, then,

$$qN=mC\,(V_G-\phi_s).$$

This is your capacitor formula, with $\phi_s$ left free. When $N$ is small, the second gate halves the oxide drop instead of doubling the charge: each gate carries half of the same image charge.

Take $T=300$ K, so $V_T=25.85$ mV, with $n_i=10^{10}\ \mathrm{cm^{-3}}$ and $V_G=0.30$ V. If the whole film sat at $V_G$, its density would be

$$N_0=10^{10}\times 7\times10^{-7}\times e^{0.30/0.025852}
=7.67\times10^{8}\ \mathrm{cm^{-2}}.$$

With $C=3.453\ \mathrm{\mu F/cm^2}$, the oxide drop $qN/(mC)$ is about 36 µV for one gate and 18 µV for two. Both are tiny compared with $V_T$, so both films follow the gate almost perfectly.

### The small difference that remains

To find the first correction, treat the density as uniform in Poisson's equation: $\phi''=qN/(\varepsilon t)$. Let $s$ be the distance from the plane of zero field, and $a$ the distance from that plane to a gate. The plane is the back face for one gate and the middle for two, so $a=t/m$. Integrating twice,

$$\phi(s)=\phi_0+\frac{qN}{2\varepsilon t}s^2 .$$

The mean of $s^2$ over $0<s<a$ is $a^2/3$. The surface potential therefore exceeds the mean potential $\bar\phi$ by

$$\phi_s-\bar\phi=\frac{qN}{2\varepsilon t}\left(a^2-\frac{a^2}{3}\right)
=\frac{qNa^2}{3\varepsilon t}=\frac{qNt}{3m^2\varepsilon}.$$

Adding the oxide drop,

$$V_G-\bar\phi=qN\left(\frac{1}{mC}+\frac{t}{3m^2\varepsilon}\right).$$

When this is much smaller than $V_T$, the exponential can be linearised, and its integral depends on the mean potential alone. Replacing $N$ by $N_0$ on the right costs a second-order error, so

$$N_m\simeq N_0\left[1-\frac{qN_0}{V_T}\left(\frac{1}{mC}+\frac{t}{3m^2\varepsilon}\right)\right].$$

Dividing the two cases and keeping first order, the oxide terms leave $1/C-1/(2C)=1/(2C)$, and the film terms leave $t/(3\varepsilon)-t/(12\varepsilon)=t/(4\varepsilon)$:

$$R=\frac{N_2}{N_1}\simeq1+\frac{qN_0}{V_T}\left(\frac{1}{2C}+\frac{t}{4\varepsilon}\right).$$

The relative permittivities are 11.7 for the film and 3.9 for the oxide, a ratio of 3. The film is 7 times as thick as the oxide, so $t/\varepsilon=(7/3)/C$, and the bracket is $(1/2+7/12)/C=1.083/C$. With $qN_0/C=35.6$ µV,

$$R-1\simeq\frac{1.083\times35.6\ \mathrm{\mu V}}{25.85\ \mathrm{mV}}=0.0015 .$$

The second gate adds 0.15%, not 100%.

The slopes nearly agree too. If $\phi\simeq V_G$, then $\ln N$ rises by 1 for every $V_T$ of gate voltage, so a decade takes $V_T\ln10=59.5$ mV. Solving Poisson's equation numerically at 0.29 and 0.31 V gives 59.7 mV per decade for one gate and 59.6 for two.

### Why the ratio stays between one and two

Within this model, the ratio at equal $V_G$ can be bounded without an expansion. Let $w=\phi_2-\phi_1$ be the difference between the two-gate and one-gate potentials. Subtracting the Poisson equations,

$$w''=\frac{qn_i}{\varepsilon}\left(e^{\phi_2/V_T}-e^{\phi_1/V_T}\right)=c(x)\,w,\qquad c(x)>0,$$

because the exponential is an increasing function. At the front both films obey the same gate condition, so $\varepsilon w'(0)=Cw(0)$. At the back $\phi_1'(t)=0$ and $\varepsilon\phi_2'(t)=qN_2/2$, so $w'(t)>0$.

Suppose $w$ had a negative minimum.

- Inside the film it would need $w''\ge0$, but $cw<0$ there.
- At the front it would need $w'(0)\ge0$, but $Cw(0)<0$.
- At the back it would need $w'(t)\le0$, but $w'(t)>0$.

So $w\ge0$. It is not zero everywhere, since $w'(t)>0$; hence $N_2>N_1$.

The higher surface potential leaves a smaller oxide drop, so each of the two gates carries no more charge than the single gate: $N_2/2\le N_1$. Equality would require $w(0)=0$, hence $w'(0)=0$, and the differential equation would then make $w$ vanish everywhere, which is excluded. Therefore $1<R<2$. The argument counts electrons only, which is safe at the positive gate voltages used here. At negative $V_G$ holes accumulate, the second gate pulls the potential further down, and the electron ratio falls below one: 0.9985 at $-0.30$ V and 0.78 at $-0.45$ V.

### When your factor of two appears

Poisson's equation with the Boltzmann density has the solution

$$\phi=\phi_0-2V_T\ln\cos(\kappa s),\qquad
\kappa^2=\frac{qn_i e^{\phi_0/V_T}}{2\varepsilon V_T}.$$

To see this, differentiate: $\phi'=2V_T\kappa\tan(\kappa s)$ and $\phi''=2V_T\kappa^2/\cos^2(\kappa s)$. The density is $n_ie^{\phi_0/V_T}/\cos^2(\kappa s)$, and matching the two sides gives $\kappa$. The electrons per area belonging to one gate are

$$S=\frac{\varepsilon\phi'(a)}{q}=\frac{2\varepsilon V_T}{q}\,\sigma,\qquad \sigma=\kappa\tan(\kappa a).$$

The surface density is proportional to $\kappa^2/\cos^2(\kappa a)=\kappa^2+\sigma^2$. The gate condition $V_G=\phi_s+qS/C$ becomes

$$V_G=V_T\ln\left[\frac{2\varepsilon V_T}{qn_i}(\kappa^2+\sigma^2)\right]+\frac{2\varepsilon V_T}{C}\sigma .$$

There are two limits.

**Weak inversion.** Here $\kappa a\ll1$ and the oxide drop $qS/C$ is much smaller than $V_T$. The first condition gives $\sigma\simeq\kappa^2a$ and $S\simeq n_ie^{\phi_0/V_T}a$. Together they make $\phi_0\simeq V_G$ in both films. With a thick oxide the first can hold without the second, and the totals then differ. The charge per gate is proportional to the thickness that gate serves. Two gates serve $t/2$ each, and one gate serves $t$, so the totals agree.

**Strong inversion.** Now $\sigma$ grows without limit, while $\kappa$ stays below $\pi/(2a)$. The term $\kappa^2$ becomes negligible beside $\sigma^2$, and the film thickness drops out of the gate condition. Each gate has its own surface layer, with the same charge at the same $V_G$, and $R\to2$.

I solved Poisson's equation by Newton iteration on 800 cells across the film:

| $V_G$ (V) | $N_1$ (cm⁻²) | $N_2$ (cm⁻²) | $R$ |
|---:|---:|---:|---:|
| 0.20 | $1.60\times10^7$ | $1.60\times10^7$ | 1.000 |
| 0.30 | $7.65\times10^8$ | $7.66\times10^8$ | 1.001 |
| 0.40 | $3.31\times10^{10}$ | $3.51\times10^{10}$ | 1.06 |
| 0.50 | $4.55\times10^{11}$ | $7.25\times10^{11}$ | 1.59 |
| 0.70 | $2.97\times10^{12}$ | $5.87\times10^{12}$ | 1.97 |
| 0.90 | $6.44\times10^{12}$ | $1.29\times10^{13}$ | 2.00 |

Solving the closed equations for $R=1.5$ gives $V_G=0.485$ V. This is the classical value. Quantum confinement, treated below, lowers the charge and delays the crossover: with hard walls and Fermi statistics $R$ is 1.03 at 0.40 V and 1.43 at 0.50 V. The last rows show the trend of the classical model, not accurate densities. At 0.90 V with one gate, the calculated surface density is 4.6 times the effective density of conduction-band states, so Boltzmann statistics have failed. The oxide field there is about 3 MV/cm.

At equal gate voltage, a factor of two does appear below threshold if the film thickness is doubled along with the number of gates. A two-gate film of thickness $2t$ has zero field at its middle, so it is two one-gate films of thickness $t$ placed back to back. Classically it holds twice the charge because it has twice the volume. Confinement, treated below, removes less charge from a 14 nm film than from a 7 nm one, and with it the ratio is about 3.3.

### A grounded substrate changes the comparison

Many single-gate thin films sit on a buried oxide above a substrate, and the back field need not vanish. Suppose that oxide is 25 nm thick and the substrate is held at zero on the same potential scale. With negligible mobile charge, the two oxides and the film are capacitors in series. Expressed as oxide thicknesses they are 1, $7/3$ and 25 nm, a total of 28.33 nm. At $V_G=0.30$ V the front and back of the film are at

$$\phi_f=0.30\left(1-\frac{1}{28.33}\right)=0.289\ \mathrm{V},\qquad
\phi_b=0.30\times\frac{25}{28.33}=0.265\ \mathrm{V}.$$

The potential is linear between them. With $d=(\phi_f-\phi_b)/V_T$,

$$N=n_i\int_0^t e^{\phi_f/V_T-d\,x/t}\,dx
=n_i\,t\,e^{\phi_f/V_T}\,\frac{1-e^{-d}}{d}.$$

The numerical Poisson solution then gives a two-gate to one-gate ratio of 1.34 at 0.10 V, 1.78 at 0.20 V and 2.34 at 0.30 V. Somewhere between the last two it passes through 2, but that is no doubling law. The substrate pulls the single-gate potential down by an amount that grows with $V_G$, and its swing is 64 mV per decade. If the substrate is tied to the gate instead, the potential is nearly uniform again and $N$ returns to within 0.3% of $N_0$. The bound $R<2$ is not violated: it assumed zero field at the back.

### A short channel can reverse the answer

Source and drain also raise the potential in the channel. Let $\psi$ be this rise and $y$ the distance from mid-channel. With negligible mobile charge it obeys Laplace's equation, whose slowest-decaying symmetric solution is

$$\psi\propto\cos(ks)\,\frac{\cosh(ky)}{\cosh(kL/2)},$$

for gate length $L$. If the oxide acts as a local capacitor with its gate held fixed, then $-\varepsilon\,\partial\psi/\partial s=C\psi$ at $s=a$, so

$$k\tan(ka)=\frac{C}{\varepsilon}.$$

Two gates halve $a$, and $k$ must increase to keep the left side fixed. The disturbance from the ends dies out faster: $1/k$ falls from 6.2 to 3.9 nm. The local-capacitor condition needs an oxide physically much thinner than $1/k$. For a dielectric of permittivity 20 with the same capacitance, 5.1 nm thick, the lengths are about 6.6 and 4.7 nm, and the second gate gains less.

For $L=30$ nm and $V_G=0.30$ V, put both ends at 0.56 V, half of a 1.12 eV gap, with no drain bias. The ends are then 0.26 V above the long-channel potential. A finite-difference solution of Laplace's equation gives a largest mid-channel rise of 55 mV with one gate and 12 mV with two. Integrating the Boltzmann density through the film gives $4.6\times10^9$ and $1.1\times10^9\ \mathrm{cm^{-2}}$. In this estimate, the second gate cuts the mid-channel charge to about one quarter. The figure is rough, because mobile charge is negligible at mid-channel but not at the ends: at 0.56 V the Boltzmann density is above $10^{19}\ \mathrm{cm^{-3}}$. The negative charge of those electrons lowers the potential, so Laplace's equation overstates both rises. With that charge included they are 51 and 11.5 mV, and the ratio is 0.29.

### Confinement does not count gates either

A 7 nm film is thin enough to quantise motion across it. For hard walls and a flat potential, the levels are $E_j=h^2j^2/(8Mt^2)$, with $M$ the mass across the film. In terms of the thermal wavelength $\lambda=h/\sqrt{2\pi MkT}$, this is $E_j/kT=\pi\lambda^2j^2/(4t^2)$. The classical count replaces the sum over levels by an integral, equal to $t/\lambda$. A sum starting at $j=1$ misses half of the $j=0$ term, so for $\lambda$ up to about $1.4t$, the largest value needed here,

$$\sum_{j\ge1}e^{-E_j/kT}\simeq\frac{t}{\lambda}-\frac12,
\qquad \frac{N_{\rm quantum}}{N_{\rm classical}}\simeq1-\frac{\lambda}{2t}.$$

For a silicon film with (100) faces, two valleys have $M=0.916\,m_e$ and four have $M=0.190\,m_e$, giving $\lambda=4.50$ and 9.87 nm. Classically each of the six valleys holds the same number of electrons, so the average factor is

$$\frac{2(1-4.50/14)+4(1-9.87/14)}{6}=0.42 .$$

Confinement removes more than half of the classical charge, but the factor is the same for one gate or two while both potentials are nearly flat.

### How this compares with real transistors

The film, oxide and buried-oxide thicknesses are rough typical values for thin-body and fin transistors. Of the assumptions tested here, the idealised back face and the long channel matter most for the ratio: relaxed separately, they moved it at 0.30 V from 1.0015 to 2.3 and to between 0.25 and 0.3. Interface traps matter less if their density is low. I modelled $10^{11}$ traps per cm² per eV on each face as a capacitance to ground, with no trap charge at $\phi=0$. They lower $N$ to $0.84N_0$ with one gate and $0.95N_0$ with two, a ratio of 1.12. At $10^{12}$ traps per cm² per eV the same model gives a ratio of 2.5, as large as the effect of the grounded substrate. Acceptors at $10^{15}\ \mathrm{cm^{-3}}$ change $N$ by less than 0.3% in either device. At 358 K, scaling $n_i$ as $T^{3/2}e^{-E_g/2kT}$ with a fixed gap $E_g$ raises $N_1$ to $5.0\times10^9\ \mathrm{cm^{-2}}$, but the ideal ratio is still 1.01. Gate leakage and drain bias are not included.

For leakage, also check what the current is divided by. In a long channel the subthreshold current is mainly diffusion, proportional to $N$ at the source for a given diffusivity and drain bias. In the ideal comparison the two films therefore carry nearly the same total current. Divide by gated width, counting both faces of the two-gate film, and its current per width is about half, although the film contains the same electrons.
